# Separating surface and vapour transport in migrating voids

Two gas-filled spherical voids in the same solid drift towards its hot side. One has radius $r_1=1$ µm and speed $v_1=5$ nm/s, the other radius $r_2=2$ µm and speed $v_2=3$ nm/s. Both are at temperature $T$ in the same far temperature gradient $G$, which points along $+z$. The solid is isotropic, and the voids are far from each other and from any outer surface. Matter moves around each void by diffusion along its wall and by evaporation, diffusion through the filling gas and condensation. The gas pressure is the same in both voids, unless a part says otherwise.

Throughout, $\theta$ is the polar angle from $+z$, so that $\theta=0$ is the hot pole, and a positive speed is directed towards the hot side. Boltzmann's constant is $k$.

## Part (a): the wall temperature

**Question.** The gas conducts heat $\kappa$ times as well as the solid. Find the temperature on the wall of a void of radius $r$.

**Answer.** The void moves slowly, so the temperature obeys Laplace's equation in both regions. The far field varies as $\cos\theta$, and the solutions with this angular dependence are $\rho\cos\theta$ and $\rho^{-2}\cos\theta$, where $\rho$ is the distance from the centre. The second diverges at the centre and is absent inside:

$$T_{\rm in}=T+a\rho\cos\theta,\qquad T_{\rm out}=T+\left(G\rho+\frac{b}{\rho^2}\right)\cos\theta .$$

Continuity of temperature at $\rho=r$ gives $a=G+b/r^3$. Continuity of heat flux gives $\kappa a=G-2b/r^3$. Inserting $b/r^3=a-G$ into the second condition,

$$\kappa a=G-2a+2G\quad\Rightarrow\quad a=gG,\qquad g=\frac{3}{2+\kappa}.$$

The wall temperature is therefore $T+gGr\cos\theta$. For a poorly conducting gas, $\kappa\ll1$ and $g\approx3/2$: heat has to pass around the void, which steepens the gradient along its wall. The latent heat carried by the vapour is neglected.

## Part (b): the speed due to surface diffusion

**Question.** Mobile matter in a surface layer of thickness $\delta$ has diffusivity $D_s$ and effective heat of transport $Q>0$, meaning that it drifts towards the cold side. Find the speed of the void for $\kappa\ll1$, and show that the void stays spherical.

**Answer.** The thermal force on a mobile unit is $-Q\nabla_sT/T$ and its mobility is $D_s/(kT)$. The drift velocity is their product. Multiplied by $\delta$, it gives the volume of matter crossing unit length of the surface per unit time:

$$J_\theta=-\frac{\delta D_sQ}{kT^2}\,\frac1r\frac{\partial T_{\rm wall}}{\partial\theta}
=\frac{3}{2}\,\frac{\delta D_sQG}{kT^2}\,\sin\theta .$$

The derivative of $\cos\theta$ supplies the second minus sign, so $J_\theta$ is positive and matter flows from the hot pole to the cold pole. For a uniform surface energy, capillarity adds no flux, because the curvature of a sphere is uniform. The prefactor is taken as constant, since the temperature varies little over one void.

Where the surface flux diverges, solid is removed and the wall advances into the solid. Its normal speed is

$$u=\frac{1}{r\sin\theta}\frac{d}{d\theta}\left(\sin\theta\,J_\theta\right)
=\frac{3}{2}\,\frac{\delta D_sQG}{kT^2}\,\frac{2\sin\theta\cos\theta}{r\sin\theta}
=\frac{3\,\delta D_sQG}{kT^2\,r}\cos\theta .$$

A sphere translating at speed $v$ has normal wall speed $v\cos\theta$. The shape is therefore preserved to first order in $G$, and

$$v_s=\frac{A}{r},\qquad A=\frac{3\,\delta D_sQG}{kT^2}.$$

The factor $1/r$ is geometrical. The flux per unit length of the equator does not depend on $r$, so the total flow from the front half to the back half grows as $r$. The solid to be removed from the front for each unit of advance grows as the cross-section, $r^2$.

## Part (c): the speed due to vapour diffusion

**Question.** The vapour is dilute, its diffusivity in the gas is $D_g$, and its concentration at the wall has the equilibrium value $c=p/(kT)$, with $p\propto e^{-H/kT}$. One molecule occupies volume $\Omega$ in the solid. Find the speed for $\kappa\ll1$ and combine it with part (b).

**Answer.** Since $dp/dT=pH/(kT^2)$,

$$\frac{dc}{dT}=\frac{1}{kT}\frac{dp}{dT}-\frac{p}{kT^2}
=\frac{p}{kT^2}\left(\frac{H}{kT}-1\right).$$

To first order in $G$, the concentration at the wall exceeds its mean by $\frac32Gr\,(dc/dT)\cos\theta$. The solution of Laplace's equation that takes this value at $\rho=r$ has excess $\frac32G\rho\,(dc/dT)\cos\theta=\frac32G(dc/dT)\,z$. Its flux is uniform and points to the cold side:

$$j_z=-\frac32D_gG\frac{dc}{dT}.$$

The wall therefore loses $-j_z\cos\theta$ molecules per unit area and time, which is positive at the hot pole. Multiplication by $\Omega$ gives the normal wall speed, again proportional to $\cos\theta$, and

$$v_g=B=\frac32\,\Omega D_gG\frac{dc}{dT}.$$

The radius has cancelled: a larger void has a larger concentration difference between its poles, but the path is longer in the same proportion.

This step uses Fick's law with the gradient of $c$. In a gas of uniform pressure but non-uniform temperature, the gradient of the mole fraction is the better driving quantity, and it removes the $-1$ in the bracket. For the values of part (f), $H/(kT)\approx25.5$, so this changes $B$ by about 4%. Thermal diffusion in the gas is also neglected. Neither point introduces a dependence on radius.

The wall temperature fixes the vapour concentration whether or not matter also moves along the surface. The two normal speeds therefore add, and

$$v(r)=\frac Ar+B .$$

## Part (d): the separation

**Question.** Find both contributions for each void, and the radius at which they are equal.

**Answer.** Subtracting the two speeds eliminates $B$:

$$v_1-v_2=A\left(\frac1{r_1}-\frac1{r_2}\right)\quad\Rightarrow\quad
A=\frac{5-3}{1-\frac12}=4\ \text{µm nm/s}.$$

Multiplying each speed by its radius gives $rv=A+Br$, and subtraction now eliminates $A$:

$$B=\frac{r_2v_2-r_1v_1}{r_2-r_1}=\frac{6-5}{2-1}=1\ \text{nm/s}.$$

| Radius | Surface | Vapour | Surface share |
|---|---|---|---|
| 1 µm | 4 nm/s | 1 nm/s | 80% |
| 2 µm | 2 nm/s | 1 nm/s | 67% |

The contributions are equal when $A/r=B$, at $r=A/B=4$ µm. Within this law, surface transport leads below that radius and vapour transport above it.

Two data determine two constants and leave nothing over to test the law. Nor does $B$ by itself identify vapour. Diffusion through the surrounding lattice, with local equilibrium at the wall and no other sources or sinks of point defects nearby, is driven by fields that depend on position through $\rho/r$ and have gradients proportional to $G$. Its fluxes at the wall do not depend on $r$, so any contribution it makes is part of $B$.

## Part (e): the effect of measuring errors

**Question.** Each speed has an independent standard error of 5%, and the radii are accurate. Find the errors of $A$ and $B$.

**Answer.** The errors are $\sigma_1=0.25$ nm/s and $\sigma_2=0.15$ nm/s. Both constants are linear in the speeds, so the independent contributions add in quadrature:

$$\sigma_A=\frac{\sqrt{\sigma_1^2+\sigma_2^2}}{1/r_1-1/r_2}
=\frac{0.29}{0.5}=0.58\ \text{µm nm/s},$$

$$\sigma_B=\frac{\sqrt{(r_1\sigma_1)^2+(r_2\sigma_2)^2}}{r_2-r_1}
=\sqrt{0.25^2+0.30^2}=0.39\ \text{nm/s}.$$

Relative to the constants themselves, these are 15% and 39%. The vapour speed suffers more because it is the small difference between 6 and 5. A wider range of radii would help.

## Part (f): a comparison with rock salt

**Question.** Take rock salt at 1000 K with nitrogen in the voids at 1 MPa and $G=100$ K/mm. Use the rough or assumed values $p=7$ Pa, $H=2.2$ eV, $\Omega=0.045$ nm³, $D_g=10^{-5}$ m²/s, $\delta=0.3$ nm and $Q=1$ eV. Is the value of $B$ reasonable, and what surface diffusivity does $A$ require? Discuss the main neglected effects.

**Answer.** The concentration slope is

$$\frac{dc}{dT}=\frac{7}{(1.381\times10^{-23})(10^6)}\,(25.5-1)
\approx1.24\times10^{19}\ \text{m}^{-3}\,\text{K}^{-1}.$$

With $G=10^5$ K/m,

$$v_g=1.5\,(4.5\times10^{-29})(10^{-5})(10^5)(1.24\times10^{19})
=8.4\times10^{-10}\ \text{m/s}=0.84\ \text{nm/s}.$$

This agrees with $B=1$ nm/s as well as rough parameters allow. For the surface, $A=4\times10^{-15}$ m²/s and $kT^2/Q=86.2$ K, so

$$D_s=\frac{A\,kT^2}{3\delta QG}
=\frac{(4\times10^{-15})(86.2)}{3(3\times10^{-10})(10^5)}
=3.8\times10^{-9}\ \text{m}^2/\text{s}.$$

This is the value the model needs with the assumed $Q$ and $\delta$; it is not an independent confirmation of surface transport.

The gradient is steep: two voids 10 µm apart along it differ by 1 K. If the larger void is the hotter one, and both mechanisms have activation energy $H$, its speed is raised by about 2.6%, if the weaker temperature dependence of the prefactors is neglected. Correcting for this offset alone changes the separation to $A=4.15$ µm nm/s and $B=0.85$ nm/s. An activation energy as large as $H$ would give the required $D_s$ a very large prefactor, about $5\times10^{2}$ m²/s; with 1 eV for the surface mechanism the result is $A\approx4.10$ µm nm/s and $B\approx0.90$ nm/s. A small temperature offset thus matters for the same reason as a small measuring error.

The assumption of equal gas pressure is also vulnerable. Suppose that the gas balances an external pressure of 1 MPa plus the capillary pressure $2\gamma/r$, with a rough surface energy $\gamma=0.15$ J/m². The gas pressures are then 1.30 and 1.15 MPa. As $D_g\propto1/P$ at fixed temperature, the vapour speeds are $B_0/1.30$ and $B_0/1.15$, where $B_0$ is the speed at 1 MPa. The data require

$$5=A+\frac{B_0}{1.30},\qquad 3=\frac A2+\frac{B_0}{1.15}.$$

Twice the second equation minus the first gives $1=0.970\,B_0$, so $B_0=1.03$ nm/s. The vapour speeds become 0.79 and 0.90 nm/s, and $A$ becomes 4.21 µm nm/s.

The next three effects are estimated to be no larger for these numbers. With a rough $\kappa=0.035$, heat conduction by the gas lowers both mechanisms by 1.7% at given $G$ and leaves their ratio unchanged. Lattice diffusion, estimated as $D_LQ_LG/(kT^2)$ with a rough diffusivity $D_L=3\times10^{-14}$ m²/s and $Q_L=1$ eV, has a scale of about 0.035 nm/s. Its actual size and sign depend on the point defects far from the void. If these are in local equilibrium throughout the solid, the contribution nearly vanishes for $\kappa\ll1$, because the gradients at the wall then run along it. If instead no defect flux flows far from the void, the contribution is about three times this scale, near 0.10 nm/s, comparable to the two corrections above. At a given gas pressure, curvature lowers the vapour pressure at 1 µm by 0.1%. Several omissions have not been sized, among them thermal diffusion in the gas, the latent heat carried by the vapour, paired molecules in the vapour, and flat crystal facets on the wall. If the formation of new ledges on facets limits the motion, the $1/r$ law itself can fail.

## Part (g): when vapour transport depends on radius

**Question.** Find the correction for a finite rate of exchange at the wall, with condensation coefficient $\alpha$ and mean molecular speed $\bar v=602$ m/s. Then treat an empty void. How could a third void help?

**Answer.** Let $j$ be the net flux leaving the wall and $c_{\rm eq}$ the equilibrium concentration. The flux striking the wall is $c\bar v/4-j/2$, where the second term accounts, approximately, for the net drift of the vapour. The wall emits $\alpha c_{\rm eq}\bar v/4$ and captures a fraction $\alpha$ of what strikes it:

$$j=\alpha\frac{\bar v}{4}(c_{\rm eq}-c)+\frac{\alpha j}{2}
\quad\Rightarrow\quad
j=h(c_{\rm eq}-c),\qquad h=\frac{\alpha\bar v}{4(1-\alpha/2)}.$$

Let the concentration variation in the gas be a fraction $s$ of its equilibrium value. Equating the diffusive flux to the exchange flux, and cancelling common factors, gives $D_gs=hr(1-s)$. Hence

$$s=\frac{1}{1+\ell/r},\qquad
\ell=\frac{D_g}{h}=\frac{4D_g(1-\alpha/2)}{\alpha\bar v},$$

and the vapour speed is multiplied by $s$. For $\alpha=1$, $\ell=33$ nm, and the factors are roughly 0.97 and 0.98 at 1 and 2 µm. For an assumed $\alpha=0.3$, $\ell=188$ nm, and they are roughly 0.84 and 0.91. Refitting the data in the latter case gives vapour speeds of 0.85 and 0.93 nm/s. Diffusion in the gas is a sound description here, since the mean free path of the nitrogen molecules is about 23 nm and that of the vapour molecules is of the same order, well below either radius. The boundary condition itself is only approximate: a one-speed random-walk model with a diffuse wall gives factors of about 0.95 and 0.975 for $\alpha=1$, and 0.83 and 0.91 for $\alpha=0.3$. The formula for $s$ should not be extended to a mean free path longer than the radius, where for $\alpha=1$ it gives about twice the empty-void flux derived next.

In an empty void molecules cross without collisions. A chord of length $d$ meets the sphere at the same angle $\beta$ to the normal at both ends, and $d=2r\cos\beta$. For diffuse emission, the fraction exchanged per unit receiving area is

$$\frac{\cos^2\beta}{\pi d^2}=\frac{1}{4\pi r^2},$$

which is the same for every pair of points. Each wall element thus receives the wall average, while its own emission differs from that average in proportion to $Gr\cos\theta$. The net flux, and with it the vapour speed, is proportional to $r$. For $\alpha=1$ and the values of part (f), the speeds would be 12.9 and 25.8 nm/s. If the wall captures only a fraction $\alpha$ and re-emits the rest diffusely, every element still receives the same flux, and the speeds are multiplied by $\alpha$. For $\alpha=0.3$ this leaves 7.7 nm/s at 2 µm, above the observed 3 nm/s. With these parameters, $Q>0$ and $\alpha$ of 0.3 or more, the voids therefore cannot be empty; a much smaller $\alpha$, about 0.03 by the fit below, would lift this objection.

A filled void can follow the same law. If its gas balances capillary pressure alone, $P=2\gamma/r$, then $D_g\propto r$ and $v_g\propto r$. Writing $v=A'/r+Cr$, with $r$ in µm, the data give

$$5=A'+C,\qquad 3=\frac{A'}2+2C .$$

Twice the second minus the first gives $3C=1$. The vapour speeds are then 0.33 and 0.67 nm/s, and $A'=4.67$ µm nm/s. This law fits the two data as perfectly as the first. Whether the parameters of part (f) allow it depends on $\alpha$. At gas pressures of 0.30 and 0.15 MPa they give vapour speeds of 2.8 and 5.6 nm/s if exchange at the wall is instantaneous. At a finite rate, both are multiplied by the same factor $s$, because $\ell\propto D_g\propto r$. For $\alpha=0.3$ this factor is roughly 0.6, and the second speed is roughly 3.4 nm/s, still too large for $Q>0$ and an observed total of 3 nm/s. For $\alpha$ below about 0.2 the second speed falls under 3 nm/s, but that is not enough: the fit requires 0.67 nm/s, that is $s\approx0.12$, which needs $\alpha\approx0.03$. The fit alone reveals none of this.

At 4 µm the laws part: the first predicts $4/4+1=2.0$ nm/s, the second $4.67/4+4/3=2.5$ nm/s. The first prediction equals $-\frac12v_1+\frac32v_2$, so 5% errors in the original speeds give it an error of $\sqrt{0.125^2+0.225^2}=0.26$ nm/s. The second prediction equals $-v_1+\frac52v_2$ and has the larger error $\sqrt{0.25^2+0.375^2}=0.45$ nm/s. As the predictions differ by only 0.5 nm/s, a third void of this size separates the laws by three standard errors, whichever of them holds, only if all the speeds are measured to better than 2%.

## Numbers as computed

```
Data: radii 1, 2 um; speeds 5, 3 nm/s
Surface coefficient A = 4.000 um nm/s
Vapour speed B = 1.000 nm/s
Surface speeds = 4.000, 2.000 nm/s
Surface shares = 80.0, 66.7 %
Radius of equal contributions = 4.000 um
Assumed speed error = 5 % each
Resulting errors: A 0.58 um nm/s, B 0.39 nm/s
Relative errors: A 15 %, B 39 %
Temperature = 1000 K; gradient = 100 K/mm
Gas pressure = 1.0 MPa; vapour pressure = 7 Pa
Sublimation heat = 2.2 eV; heat of transport = 1.0 eV
Volume per formula unit = 0.045 nm^3
Vapour diffusivity = 1.0e-05 m^2/s
Surface layer thickness = 0.3 nm
Slope dc/dT = 1.244e+19 m^-3 K^-1
Vapour speed from rough parameters = 0.84 nm/s
Surface diffusivity required by A = 3.83e-09 m^2/s
Gas mean free path = 23 nm
Mean speed of vapour molecules = 602 m/s
Condensation coefficient 1.0: length = 33 nm
  vapour factors = 0.968, 0.984
  refit: A = 4.032 um nm/s; vapour = 0.968, 0.984 nm/s
Condensation coefficient 0.3: length = 188 nm
  vapour factors = 0.842, 0.914
  refit: A = 4.147 um nm/s; vapour = 0.853, 0.927 nm/s
Surface energy = 0.15 J/m^2
Capillary pressures = 0.30, 0.15 MPa
  refit: A = 4.207 um nm/s; vapour = 0.793, 0.897 nm/s
Gas/solid conductivity ratio = 0.035
  change of both speeds = -1.7 %
Lattice diffusivity = 3e-14 m^2/s; Q = 1.0 eV
  lattice speed, order of magnitude = 0.035 nm/s
Gibbs-Thomson shift at 1 um = 0.10 %
Larger void hotter by 1.0 K (10 um offset)
  speed change (activation energy H for both) = 2.6 %
  refit: A = 4.149 um nm/s, B = 0.851 nm/s
Empty-void vapour speeds = 12.9, 25.8 nm/s
Vapour speed proportional to r: A = 4.667 um nm/s
  vapour = 0.333, 0.667 nm/s
At 4 um: constant law 2.000, linear law 2.500 nm/s
```
